\section*{Radical Density in a Pulsed Plasma at 20 Percent Duty Cycle}

\section*{Problem}

A plasma used for surface processing is switched on and off periodically. While it is on, electron impact breaks up the feed gas and produces a radical at the constant rate $G$, counted per unit volume and time. While it is off, nothing is produced. The radical is lost at all times by first-order processes: the loss per unit volume and time is $kn$, where $n$ is the radical density averaged over the chamber volume and $k$ is the same constant in both phases. The period is $T$ and the duty cycle, the fraction of the period during which the plasma is on, is $D$. The data are round model parameters for an unnamed radical:
\[
G=5\times10^{16}\ \mathrm{cm^{-3}\,s^{-1}},\quad
k=500\ \mathrm{s^{-1}},\quad
T=1\ \mathrm{ms},\quad D=0.20 .
\]
Here $G$ is the rate during the pulse, not its average over the cycle.

\begin{enumerate}
\item[(a)] Write the particle balance and solve it in each phase.
\item[(b)] Find the maximum and the minimum density once the cycle repeats itself.
\item[(c)] Find the mean density over a period.
\item[(d)] Is the mean halfway between the maximum and the minimum?
\item[(e)] The chamber contains no radicals when pulsing begins. After how many full periods is the density at the start of a pulse within 1 percent of its final value?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item In the on-phase, ask which density would make production and loss equal. The deviation from that density obeys a simpler equation than the density itself.
\item The rates are finite, so the density cannot jump when the plasma is switched. The density at the end of one phase is the starting value of the next. Periodicity closes the chain and gives two equations for two unknowns.
\item For the mean, try integrating the balance equation over a whole period before you integrate any exponentials. What is the net change of $n$ over a period?
\item For (d), a factor such as $1-e^{-x}$ becomes easier to handle when $e^{-x/2}$ is taken out of it.
\item For (e), compare the density in the filling chamber with the periodic solution, one period at a time. The production term drops out of the difference.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The balance in each phase}

Let $t_{\rm on}=DT$ and $t_{\rm off}=(1-D)T$. The balance is
\begin{equation}
\frac{dn}{dt}=
\begin{cases}
G-kn, & \text{plasma on},\\
-kn, & \text{plasma off}.
\end{cases}
\label{balance}
\end{equation}
The square-wave production assumes that the electrons respond to the switching in a time much shorter than either phase. Its constant height, the same from the first pulse on, also assumes that the feed gas is hardly depleted. A radical density far below the feed density is not enough for this. If the lost radicals do not re-form the feed gas, the amount consumed during the residence time $\tau$ of the gas in the chamber, about $DG\tau$ per unit volume, must be small compared with the feed density. With the data above and $\tau=0.1$ s this amount is $10^{15}\ \mathrm{cm^{-3}}$, about three times the gas density at 10 mTorr and 300 K, so these parameters presuppose a much higher pressure or a much faster flow. A single constant $k$ covers losses whose rate is proportional to $n$, such as pumping, loss at the walls if the spatial profile of the density keeps its shape through the cycle, or reaction with a gas whose density hardly changes. It does not cover recombination of two radicals with each other, whose rate is proportional to $n^2$.

In the on-phase, production and loss are equal at the density
\begin{equation}
n_s=\frac{G}{k},
\end{equation}
which a continuous plasma with the same $G$ would reach. Put $u=n-n_s$. Since $n_s$ is constant and $G=kn_s$,
\[
\frac{du}{dt}=\frac{dn}{dt}=kn_s-kn=-ku ,
\]
so $u$ decays as $e^{-kt}$. Let $n_0$ be the density at switch-on and measure $t$ from that moment. Then
\begin{equation}
n(t)=n_s+(n_0-n_s)\,e^{-kt},\qquad 0\le t\le t_{\rm on}.
\label{on}
\end{equation}
Let $n_1$ be the density at switch-off and measure $s$ from there. With no production,
\begin{equation}
n(s)=n_1e^{-ks},\qquad 0\le s\le t_{\rm off}.
\label{off}
\end{equation}
The same constant $k$ governs the rise and the fall. The pulse changes the density towards which the system relaxes, $n_s$ or zero, but not the speed of relaxation.

\subsection*{(b) Maximum and minimum}

It is convenient to measure the phases in units of the radical lifetime $1/k$:
\[
a=kt_{\rm on}=kDT,\qquad b=kt_{\rm off}=k(1-D)T,\qquad a+b=kT .
\]
Continuity at switch-off, from (\ref{on}) at $t=t_{\rm on}$, gives
\begin{equation}
n_1=n_s(1-e^{-a})+n_0e^{-a}.
\label{first}
\end{equation}
In the repeating cycle, the density at the end of the off-phase must equal the density with which the period began. Hence, from (\ref{off}),
\begin{equation}
n_0=n_1e^{-b}.
\label{second}
\end{equation}
Insert (\ref{second}) into (\ref{first}) and collect the terms in $n_1$:
\[
n_1\left(1-e^{-(a+b)}\right)=n_s(1-e^{-a}).
\]
Therefore
\begin{equation}
n_1=n_s\,\frac{1-e^{-kDT}}{1-e^{-kT}},\qquad
n_0=n_1\,e^{-k(1-D)T}.
\label{extremes}
\end{equation}

It remains to show that these are the extremes. Because $0<a<a+b$, the fraction in (\ref{extremes}) lies between 0 and 1, so $0<n_0<n_1<n_s$. In the on-phase the density starts below $n_s$ and rises towards it throughout. In the off-phase it falls throughout. The maximum is thus $n_{\max}=n_1$, at the end of the on-phase, and the minimum is $n_{\min}=n_0$, at the end of the off-phase.

For the given data,
\[
n_s=\frac{5\times10^{16}}{500}\ \mathrm{cm^{-3}}
=1.0\times10^{14}\ \mathrm{cm^{-3}} .
\]
The on-phase lasts 0.2 ms and the off-phase 0.8 ms, so $a=0.1$, $b=0.4$ and $kT=0.5$. This gives
\begin{align*}
n_{\max}&=10^{14}\times\frac{1-0.904837}{1-0.606531}\ \mathrm{cm^{-3}}
=2.419\times10^{13}\ \mathrm{cm^{-3}},\\
n_{\min}&=2.419\times10^{13}\times0.670320\ \mathrm{cm^{-3}}
=1.621\times10^{13}\ \mathrm{cm^{-3}} .
\end{align*}
In SI units these are $2.419\times10^{19}$ and $1.621\times10^{19}\ \mathrm{m^{-3}}$. The maximum is only about a quarter of $n_s$: one pulse, a tenth of a lifetime long, closes only about a tenth of the gap between the density and $n_s$, and the off-phase, four times as long, removes the gain again. With a much shorter off-phase, pulses of the same length would build the density up close to $n_s$.

The duty cycle alone would not have been enough to find these numbers. The ratios $n_{\max}/n_s$ and $n_{\min}/n_s$ depend on both $D$ and $kT$, and the absolute densities also require $G/k$.

\subsection*{(c) Mean}

Integrate (\ref{balance}) over one period of the repeating cycle. The left side gives the net change of $n$, which is zero. Production contributes $G$ for the time $DT$. Since $k$ is the same in both phases, it can be taken out of the loss integral:
\[
0=GDT-k\int_0^T n\,dt=GDT-kT\,n_{\rm mean}.
\]
Hence
\begin{equation}
n_{\rm mean}=D\,\frac{G}{k}=D\,n_s .
\label{mean}
\end{equation}
Numerically,
\[
n_{\rm mean}=0.20\times10^{14}\ \mathrm{cm^{-3}}
=2.0\times10^{13}\ \mathrm{cm^{-3}}=2.0\times10^{19}\ \mathrm{m^{-3}} .
\]
The period has dropped out. Within this model, a change of pulse frequency at fixed $D$, $G$ and $k$ alters the swing of the density but not its mean. In the example the maximum is 21 percent above the mean and the minimum 19 percent below it.

The time integral can also be split by phase, which shows where the mean comes from. In the on-phase, (\ref{balance}) can be written as $n=n_s-(1/k)\,dn/dt$. The density rises by $n_{\max}-n_{\min}=7.97\times10^{12}\ \mathrm{cm^{-3}}$, so
\begin{align*}
\int_{\rm on}n\,dt&=n_st_{\rm on}-\frac{n_{\max}-n_{\min}}{k}\\
&=(2.000-1.595)\times10^{10}\ \mathrm{cm^{-3}\,s}
=4.05\times10^{9}\ \mathrm{cm^{-3}\,s}.
\end{align*}
In the off-phase $n=-(1/k)\,dn/dt$, and the density falls by the same amount:
\[
\int_{\rm off}n\,dt=\frac{n_{\max}-n_{\min}}{k}
=1.595\times10^{10}\ \mathrm{cm^{-3}\,s}.
\]
The sum is $n_st_{\rm on}=2.00\times10^{10}\ \mathrm{cm^{-3}\,s}$. Division by $T=10^{-3}$ s returns the mean, whatever the size of the swing, because the swing cancels from the sum. About 80 percent of the time integral belongs to the off-phase. If a surface reaction proceeds at a rate proportional to $n$, with a constant coefficient, the same share of it takes place while the plasma is off.

The derivation of (\ref{mean}) used only the time integral of the production rate. A pulse of another shape therefore gives the same mean if it produces the same number of radicals per period. The first-order loss, on the other hand, is essential. If the loss were $\beta n^2$, the same integration would give $DG=\beta\,\langle n^2\rangle$, where the brackets denote the average over a period. This fixes the mean square rather than the mean. Since $\langle n^2\rangle\ge\langle n\rangle^2$, it yields only the bound $\langle n\rangle\le\sqrt{DG/\beta}$.

\subsection*{(d) Mean and midpoint}

From (\ref{extremes}), the midpoint of the two extremes is
\[
\frac{n_{\max}+n_{\min}}{2}
=\frac{n_s}{2}\,\frac{(1-e^{-a})(1+e^{-b})}{1-e^{-(a+b)}} .
\]
Take half of each exponent out of its bracket:
\begin{align*}
1-e^{-a}&=2e^{-a/2}\sinh\frac a2,\\
1+e^{-b}&=2e^{-b/2}\cosh\frac b2,\\
1-e^{-(a+b)}&=2e^{-(a+b)/2}\sinh\frac{a+b}{2}.
\end{align*}
The exponential prefactors cancel, and
\[
\frac{n_{\max}+n_{\min}}{2}
=n_s\,\frac{\sinh(a/2)\cosh(b/2)}{\sinh[(a+b)/2]} .
\]
Now use $2\sinh p\cosh q=\sinh(p+q)+\sinh(p-q)$ with $p=a/2$ and $q=b/2$. Because $a-b=-(1-2D)kT$,
\begin{equation}
\frac{n_{\max}+n_{\min}}{2}
=\frac{n_s}{2}\left[1-\frac{\sinh(cy)}{\sinh y}\right],
\quad c=1-2D,\quad y=\frac{kT}{2}.
\label{midpoint}
\end{equation}
For $0<D<1/2$ we have $0<c<1$. In the power series of $\sinh(cy)$, the term in $y^{2j+1}$ carries the factor $c^{2j+1}$, which is at most $c$ and is smaller than $c$ for $j\ge1$. So $\sinh(cy)<c\sinh y$, and the midpoint is greater than $(n_s/2)(1-c)=Dn_s$.

The answer is no: at 20 percent duty cycle the mean lies below the midpoint. In the example the midpoint is $2.020\times10^{13}\ \mathrm{cm^{-3}}$, which is 1 percent above the mean. The difference is small here because $kT$ is small enough for both exponentials to be nearly straight lines, and a straight rise or fall has its average at its midpoint.

\subsection*{(e) Filling an empty chamber}

Let $\delta$ be the difference between the density in the filling chamber and the periodic solution at the same moment. Both obey (\ref{balance}) with the same production, so subtraction leaves $d\delta/dt=-k\delta$ in both phases. Over a full period $\delta$ shrinks by the factor $e^{-kT}$. This also shows that every initial density leads to the same cycle.

The first pulse starts with $n=0$, where $\delta=-n_{\min}$. After $N$ full periods, the density at the start of the next pulse is
\begin{equation}
n_N=n_{\min}\left(1-e^{-NkT}\right).
\end{equation}
To be within 1 percent of $n_{\min}$ we need $e^{-NkT}\le0.01$, that is
\[
N\ge\frac{\ln100}{kT}=\frac{4.6}{0.5}=9.2 .
\]
The smallest whole number is $N=10$, or 10 ms of pulsing. Apart from the rounding up to whole periods, the time needed is set by the radical lifetime of 2 ms, not by the pulse length. A measurement that is to show the periodic state must wait several lifetimes after pulsing begins.

A step-by-step numerical integration of (\ref{balance}) from an empty chamber, which makes no use of the exponential solutions, gives the same maximum, minimum, mean and number of periods; its values are in the numerical output.

\section*{Variation 1: the same duty cycle, another period}

\emph{Keep $G$, $k$ and $D$, but take first $T=0.1$ ms and then $T=40$ ms. What happens to the three densities?}

The mean remains $2.0\times10^{13}\ \mathrm{cm^{-3}}$ by (\ref{mean}). For the swing, (\ref{extremes}) gives
\[
n_{\max}-n_{\min}=n_s\,
\frac{(1-e^{-a})(1-e^{-b})}{1-e^{-(a+b)}} .
\]

\emph{Short period.} When $kT\ll1$, each factor $1-e^{-x}$ may be replaced by $x$. To leading order,
\begin{equation}
n_{\max}-n_{\min}\simeq n_s\frac{ab}{a+b}=n_sD(1-D)kT .
\label{ripple}
\end{equation}
The swing vanishes in proportion to the period. Since the mean lies between the extremes, both must approach $Dn_s$. For $T=0.1$ ms, $kT=0.05$ and (\ref{ripple}) gives
\[
10^{14}\times0.20\times0.80\times0.05\ \mathrm{cm^{-3}}
=8.0\times10^{11}\ \mathrm{cm^{-3}} .
\]
The full formulas give $n_{\max}=2.040\times10^{13}$ and $n_{\min}=1.960\times10^{13}\ \mathrm{cm^{-3}}$, with the same difference at this precision. The swing is 4 percent of the mean, and the radicals hardly notice that the plasma is pulsed. The approximation is still useful at $T=1$ ms, where it gives $8.0\times10^{12}\ \mathrm{cm^{-3}}$, about 0.3 percent above the full value. At very short periods the model itself needs attention: the on-phase is now $20\ \mu$s, and the electrons must respond much faster than that for $G$ to remain a square wave.

\emph{Long period.} For $T=40$ ms, $a=4$ and $b=16$. Each phase lasts several lifetimes, so the density nearly reaches $n_s$ in the pulse and nearly vanishes after it:
\[
n_{\max}=9.82\times10^{13}\ \mathrm{cm^{-3}},\qquad
n_{\min}=1.1\times10^{7}\ \mathrm{cm^{-3}} .
\]
The midpoint is now about $4.9\times10^{13}\ \mathrm{cm^{-3}}$, roughly two and a half times the mean, so it no longer serves as an estimate of it. The tiny minimum relies on production being strictly zero in the off-phase. A weak constant source $g$ acting in both phases would, because the balance is linear, add $g/k$ to the density at all times. Acting in the off-phase only, it would still raise the minimum of this long cycle by almost exactly $g/k$. In either case $g/k$ could easily exceed this value.

\section*{Variation 2: a slower loss in the off-phase}

\emph{Return to $T=1$ ms, but let the loss constant be $k=500\ \mathrm{s^{-1}}$ in the on-phase and $k'=250\ \mathrm{s^{-1}}$ in the off-phase. Find the mean.}

The loss constant can no longer be taken out of the integral over the whole period, so (\ref{mean}) does not apply. The phase-by-phase calculation still works. With $R=n_{\max}-n_{\min}$ and $n_s=G/k$,
\[
\int_{\rm on}n\,dt=n_st_{\rm on}-\frac Rk,\qquad
\int_{\rm off}n\,dt=\frac R{k'} .
\]
Add the two and divide by $T$:
\begin{equation}
n_{\rm mean}=Dn_s+\frac RT\left(\frac1{k'}-\frac1k\right).
\label{unequal}
\end{equation}
The steps that led to the extremes are unchanged if $b$ is replaced by $b'=k't_{\rm off}=0.2$. The exponentials follow from the value already used for $e^{-0.1}$:
\[
e^{-b'}=0.904837^2=0.81873,\qquad
e^{-(a+b')}=0.904837^3=0.74082 .
\]
Thus
\[
R=10^{14}\times\frac{0.09516\times0.18127}{0.25918}\ \mathrm{cm^{-3}}
=6.66\times10^{12}\ \mathrm{cm^{-3}} .
\]
The difference of the two lifetimes is $4-2=2$ ms, twice the period, so
\[
n_{\rm mean}=(2.00+2\times0.666)\times10^{13}\ \mathrm{cm^{-3}}
=3.33\times10^{13}\ \mathrm{cm^{-3}} .
\]
Numerical integration with the two loss constants gives the same value. The mean is 67 percent higher than with equal constants, although production is unchanged, because radicals survive longer in the off-phase.

The mean now also depends on the period. For very short periods $n$ is nearly constant, and the balance $DG=n[Dk+(1-D)k']$ gives
\[
n_{\rm mean}\to\frac{10^{16}}{100+200}\ \mathrm{cm^{-3}}
=3.33\times10^{13}\ \mathrm{cm^{-3}},
\]
which the 1 ms cycle already matches to three figures. For very long periods $R$ tends to $n_s$ while $R/T$ tends to zero, and (\ref{unequal}) returns to $Dn_s$. If the measured mean changes with pulse frequency at fixed duty cycle and fixed production per unit time, then the assumption of one constant first-order loss has failed.

\section*{Computed results}
\begin{verbatim}
Production rate while on G = 5.000e+16 cm^-3 s^-1
Loss constant k = 500.0 s^-1
Radical lifetime 1/k = 2.000 ms
Period T = 1.000 ms
Duty cycle D = 0.20
On-time = 0.200 ms
Off-time = 0.800 ms
k*(on-time) = 0.100
k*(off-time) = 0.400
k*T = 0.500
exp(-k*on-time) = 0.904837
exp(-k*off-time) = 0.670320
exp(-k*T) = 0.606531
Continuous-plasma density n_s = 1.0000e+14 cm^-3
Maximum, formula = 2.4186e+13 cm^-3
Maximum, integration = 2.4186e+13 cm^-3
Minimum, formula = 1.6212e+13 cm^-3
Minimum, integration = 1.6212e+13 cm^-3
Mean, formula = 2.0000e+13 cm^-3
Mean, integration = 2.0000e+13 cm^-3
Maximum = 2.4186e+19 m^-3
Minimum = 1.6212e+19 m^-3
Mean = 2.0000e+19 m^-3
Ripple max - min = 7.9735e+12 cm^-3
Ripple / mean = 0.3987
Midpoint (max + min)/2 = 2.0199e+13 cm^-3
Midpoint / mean = 1.0099
Time integral, on-phase = 4.0530e+09 cm^-3 s
Time integral, off-phase = 1.5947e+10 cm^-3 s
Time integral, sum = 2.0000e+10 cm^-3 s
Periods from empty to 1% of final minimum = 10
Short period = 0.100 ms, k*T = 0.050
  maximum = 2.0402e+13 cm^-3
  minimum = 1.9602e+13 cm^-3
  mean = 2.0000e+13 cm^-3
Long period = 40.000 ms, k*T = 20.000
  maximum = 9.8168e+13 cm^-3
  minimum = 1.1047e+07 cm^-3
  mean = 2.0000e+13 cm^-3
Short-period ripple, integration = 7.9997e+11 cm^-3
Short-period ripple, limit law = 8.0000e+11 cm^-3
Unequal loss: off-phase constant = 250.0 s^-1
Unequal loss: mean, integration = 3.3311e+13 cm^-3
\end{verbatim}
